# Gas-Phase Energy of Splitting HCl into a Proton and Chloride

## Problem

The bond energy of HCl is $D_0=4.43$ eV and the electron affinity of chlorine is $A=3.61$ eV. The bond energy is the energy needed to take HCl from its lowest vibrational level to separated neutral atoms. The electron affinity is counted as positive when attachment of an electron releases energy. Both refer to the same lowest level of neutral Cl.

(a) Find the energy $E_{\rm het}$ of

$$
\mathrm{HCl}\rightarrow\mathrm{H^+}+\mathrm{Cl^-}
$$

for an isolated molecule at 0 K, with the two ions finally at rest and infinitely far apart. One further quantity is needed; calculate it.

(b) Suppose that the electronic energies of HCl and Cl$^-$ are known from a quantum-chemical calculation. Find $E_{\rm het}$ without using neutral atoms, and explain why $D_0$, rather than the depth of the potential well, belongs in part (a).

(c) Compare $E_{\rm het}$ with the photon energies at 193 nm and 13.5 nm, two wavelengths used in lithography. What does the comparison establish?

## Hints

1. The energy difference between two states does not depend on the path. Choose a path through neutral H and Cl.
2. The path produces a free electron and later uses it up. Which atom supplies it?
3. For the ground state of hydrogen, try a radial function $u(r)=r\,e^{-\kappa r}$ and keep the proton mass finite.
4. A bare proton has no electrons. What is its electronic energy?
5. HCl at 0 K still vibrates. Both proton and chloride are at rest in the final state.

## Solution

### (a) The energy cycle

Split the process into three steps, each with its energy cost:

$$
\begin{aligned}
\mathrm{HCl}&\rightarrow\mathrm{H}+\mathrm{Cl}, & &+D_0,\\
\mathrm{H}&\rightarrow\mathrm{H^+}+e^-, & &+I,\\
\mathrm{Cl}+e^-&\rightarrow\mathrm{Cl^-}, & &-A.
\end{aligned}
$$

The last sign is negative because attachment releases energy. When the three lines are added, H, Cl and the electron each appear once on both sides and cancel. Hence

$$
E_{\rm het}=D_0+I-A .
$$

The common reference level of Cl matters. If its energy were chosen higher by $\delta$, the bond energy would become $D_0+\delta$ and the affinity $A+\delta$. The difference $D_0-A$ would not change. Mixing two different levels would leave an error $\delta$.

The missing quantity is the ionization energy $I$ of hydrogen. In Hartree atomic units, with $m=1/(1+m_e/m_p)$ the reduced mass in units of the electron mass, the radial equation for zero angular momentum is

$$
-\frac{1}{2m}u''-\frac{u}{r}=E\,u .
$$

For $u=r e^{-\kappa r}$ the derivatives are

$$
u'=(1-\kappa r)e^{-\kappa r},\qquad
u''=(\kappa^2 r-2\kappa)e^{-\kappa r}.
$$

Insert them and divide by $e^{-\kappa r}$:

$$
-\frac{\kappa^2}{2m}\,r+\frac{\kappa}{m}-1=E\,r .
$$

This must hold for every $r$. The constant terms give $\kappa=m$, and the terms linear in $r$ give $E=-\kappa^2/2m=-m/2$. The function vanishes at the origin, decays at large $r$ and has no node in between, so it is the ground state. Since half a hartree is the Rydberg energy $\mathrm{Ry}$,

$$
I=\frac{\mathrm{Ry}}{1+m_e/m_p}=13.598\ \mathrm{eV}.
$$

Relativistic corrections are smaller than $I$ by a factor of order $\alpha^2$, where $\alpha$ is the fine-structure constant, and do not affect the digits needed here. The result is

$$
E_{\rm het}=4.43+13.598-3.61=14.42\ \mathrm{eV},
$$

or 1391 kJ/mol. Each given energy may be off by 0.005 eV through rounding, so rounding can shift the sum by at most 0.01 eV.

Most of the cost is the ionization of hydrogen. The other two terms contribute $D_0-A=0.82$ eV. For another acid HX, the same cycle holds with the bond energy and electron affinity that belong to X. The term $I$ is common to all such acids, so their gas-phase energies differ through $D_0-A$. A weak bond and a large electron affinity both make it easier to remove the proton.

The cycle also shows what happens when an isolated molecule is pulled apart slowly. At infinite separation the ions lie above the neutral atoms by

$$
E_{\rm het}-D_0=I-A=9.99\ \mathrm{eV}.
$$

At a large finite distance $R$, the leading correction is the attraction of the ions, $e^2/(4\pi\varepsilon_0R)$, with $e^2/(4\pi\varepsilon_0)=1.44$ eV nm. At $R=0.5$ nm it is 2.88 eV, which still leaves the ion pair about 7.1 eV above the neutral atoms. The lowest-energy products in the gas phase are therefore neutral atoms, although HCl is called an acid.

### (b) A route without neutral atoms

Let $E(\mathrm{HCl})$ be the electronic energy at the equilibrium bond length, including the repulsion of the nuclei. In the harmonic approximation, the molecule at 0 K has the additional vibrational energy $\tfrac12\hbar\omega$. The final state consists of Cl$^-$, with energy $E(\mathrm{Cl^-})$, and a bare proton at rest, with electronic energy zero. Final minus initial energy gives

$$
E_{\rm het}=E(\mathrm{Cl^-})-E(\mathrm{HCl})-\tfrac12\hbar\omega .
$$

The zero-point energy enters with a minus sign because the molecule already possesses it before dissociation. The same energy separates the well depth $D_e$ from the bond energy:

$$
D_0=D_e-\tfrac12\hbar\omega .
$$

Using $D_e$ in part (a) without this correction would describe a molecule at rest at the bottom of its well, which is not a quantum state of HCl.

For numbers, the electronic energies were calculated by coupled-cluster theory, CCSD(T), with the core electrons of chlorine left uncorrelated. The basis was aug-cc-pVTZ on Cl and cc-pVTZ on H. The bond length, 0.1273 nm, and the vibrational quantum, $\hbar\omega=0.379$ eV, came from a scan of the bond with second-order perturbation theory, MP2, in the cc-pVTZ basis. The result is

$$
E_{\rm het}\approx14.63-0.19=14.44\ \mathrm{eV}.
$$

This lies about 0.02 eV above the cycle value, or about 0.1% of it. Without the zero-point term the difference would be about 0.21 eV. The second decimal is not converged with respect to the basis. At the MP2 level, $E_{\rm het}$ moves by $-0.01$ eV in the quadruple-zeta basis, by $+0.02$ eV when a tight $d$ function is added on Cl, and by $+0.02$ eV when diffuse functions are added on H. These shifts are as large as the difference from the cycle value, so the two routes agree to within a few hundredths of an eV.

The small difference does not mean that every calculated energy is this accurate. The same level of theory, with neutral Cl included, gives $D_0=4.34$ eV and $A=3.51$ eV. Both are about 0.1 eV below the given data. The calculated atom has no spin-orbit coupling and corresponds to the average of the fine-structure levels, about 0.04 eV above the lowest one. Referred to the lowest level, the deficits are about 0.13 and 0.14 eV. In $D_0-A$ they nearly cancel. Much of each deficit comes from the finite basis, which misses more correlation energy in HCl and Cl$^-$, with one more valence electron, than in neutral Cl. At the MP2 level, the step to the quadruple-zeta basis raises the well depth by 0.08 eV and the affinity by 0.09 eV; the correlation parts of these shifts are about 0.07 and 0.10 eV. The calculation also omits relativity, core correlation and anharmonic vibration.

### (c) Photon energies

The photon energy is $hc/\lambda$. It equals 6.42 eV at 193 nm and 91.8 eV at 13.5 nm. Setting $hc/\lambda=E_{\rm het}$ gives a wavelength of 86.0 nm.

One photon at 193 nm therefore carries more than the 4.43 eV needed for neutral atoms, but less than the energy needed for free ions from isolated HCl at 0 K. One photon at 13.5 nm carries enough for either. This is a statement about energy conservation. Whether a photon is absorbed, and which products follow, depends on the electronic states and their dynamics, which the cycle does not contain.

## Variation 1: free energy at a bake temperature

**Question.** Treat HCl, H$^+$ and Cl$^-$ as ideal gases, each at 1 bar and 383 K, a rough temperature for the bake of a resist after exposure. How far does the reaction free energy differ from $E_{\rm het}$?

**Solution.** Measured from its own lowest energy, a species of mass $M$ has the chemical potential

$$
\mu=-kT\ln\!\left(\frac{kT}{p}\,\frac{z}{\lambda_M^3}\right),
\qquad
\lambda_M=\frac{h}{\sqrt{2\pi MkT}},
$$

where $z$ is the sum over internal levels. Nuclear-spin factors are the same for products and reactant and are left out, so both ions have $z=1$. For HCl, the vibrational quantum of 0.379 eV is much larger than $kT=0.0330$ eV, so vibration contributes a factor close to one. The rotational constant is $B=1.316$ meV, much smaller than $kT$, so the rotational sum is approximately an integral:

$$
z\approx\int_0^\infty(2J+1)e^{-BJ(J+1)/kT}\,dJ=\frac{kT}{B}.
$$

Now form products minus reactant. The thermal wavelengths combine as

$$
\frac{\lambda_{\rm H^+}\lambda_{\rm Cl^-}}{\lambda_{\rm HCl}}
=\frac{h}{\sqrt{2\pi kT}}
\sqrt{\frac{m_{\rm H^+}+m_{\rm Cl^-}}{m_{\rm H^+}m_{\rm Cl^-}}}
=\lambda,
$$

where $\lambda$ is the thermal wavelength of the reduced mass of the pair. Two products and one reactant leave one factor $p/kT$, so

$$
\Delta G-E_{\rm het}
=kT\ln\!\left(\frac{p\lambda^3}{kT}\,\frac{kT}{B}\right)
=kT\ln\frac{p\lambda^3}{B}
=-0.263\ \mathrm{eV}.
$$

The enthalpy follows from $\Delta H=-T^2\,d(\Delta G/T)/dT$. Since $\lambda^3\propto T^{-3/2}$, the derivative of the logarithm is $-3/(2T)$, and

$$
\Delta H-E_{\rm het}=\tfrac32kT=0.050\ \mathrm{eV}.
$$

The entropy term is thus $T\Delta S=\Delta H-\Delta G=0.31$ eV. It favours dissociation because one particle becomes two, but it is small beside the energy cost. The free energy is $\Delta G=14.16$ eV, and the equilibrium constant follows from

$$
\log_{10}K=-\frac{\Delta G}{kT\ln10}\approx-186 .
$$

Thermal production of free ions is negligible in this model. Lowering the standard pressure tenfold at fixed temperature would lower $\Delta G$ by $kT\ln10=0.08$ eV, which does not alter that conclusion. The ideal-gas standard state ignores the long-range forces between ions, so it is a reference state rather than a description of a real ion gas at 1 bar.

## Variation 2: transfer to a site in a resist

**Question.** In a polymer, the proton can bind to a site S:

$$
\mathrm{HCl}+\mathrm{S}\rightarrow\mathrm{Cl^-}+\mathrm{SH^+}.
$$

Estimate the energy for a site with proton affinity $P=8.5$ eV in a medium of relative permittivity $\varepsilon=3$. Use radii of 0.18 nm for Cl$^-$ and 0.25 nm for SH$^+$, and a centre-to-centre distance $R=0.50$ nm.

**Solution.** Binding the proton returns $P$. The medium also lowers the energy of each ion. Outside a sphere of radius $a$ and charge $e$, the field is $e/(4\pi\varepsilon_0\varepsilon r^2)$, and its energy is

$$
\int_a^\infty\frac{\varepsilon_0\varepsilon}{2}
\left(\frac{e}{4\pi\varepsilon_0\varepsilon r^2}\right)^2
4\pi r^2\,dr
=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}.
$$

Subtracting this from its value at $\varepsilon=1$ gives the Born energy gain

$$
U(a)=\frac{e^2}{8\pi\varepsilon_0a}\left(1-\frac1\varepsilon\right).
$$

It is 2.67 eV for Cl$^-$ and 1.92 eV for SH$^+$. The attraction of the pair returns a further

$$
U_{\rm pair}=\frac{e^2}{4\pi\varepsilon_0\varepsilon R}
=\frac{1.44}{3\times0.50}=0.96\ \mathrm{eV}.
$$

The balance is

$$
\Delta E\approx14.42-8.5-2.67-1.92-0.96=+0.37\ \mathrm{eV}.
$$

The limits in $\varepsilon$ show the roles of the terms, with all other parameters held fixed. For $\varepsilon=1$ the Born gains vanish and the attraction is 2.88 eV, so $\Delta E=3.04$ eV. For $\varepsilon\to\infty$ the attraction vanishes, but the Born gains reach $4.00+2.88=6.88$ eV, so $\Delta E=-0.96$ eV. In this model a more polarizable medium favours the ions, even though it weakens their attraction.

The sign at $\varepsilon=3$ is not reliable. Raising $\varepsilon$ to 4 alone reduces $\Delta E$ to about 0.04 eV. The gap between the spheres is only 0.07 nm, less than the size of an atom, so treating the material there as a uniform medium is a poor approximation. The independent Born terms also leave out how each sphere disturbs the field of the other; for empty cavities with central charges this raises $\Delta E$ by about 0.03 eV. The interaction of neutral HCl and S with the medium is also missing. Finally, a proton affinity is defined as an enthalpy at a stated temperature, which differs from the energy at 0 K by roughly $\tfrac52kT$, or 0.06 eV at 298 K. This is small beside the shift of 0.33 eV between $\varepsilon=3$ and $\varepsilon=4$.

The parameters are rough values chosen for illustration, and HCl is a simple stand-in for the acid in a resist. Another acid would bring its own bond energy, electron affinity and anion radius. The largest single change from part (a) is that the proton is bound instead of free, which returns 8.5 eV. In the present estimate, binding and the surroundings reduce the cost by about 14 eV, from 14.42 to 0.37 eV.

This also separates acid strength from proton motion. If a proton later moves from site S$_1$ to site S$_2$, the gas-phase energy change is $P_1-P_2$: the first affinity is paid and the second returned. Neither $D_0$, $I$ nor $A$ appears. The rate depends in addition on the barrier between the sites and on the pull of the anion left behind.
